# Half-Coverage Antiphase Diffraction Signal Through a Finite Slit: test program

```python
"""
Result under test: at an antiphase diffraction angle a half-covered two-level
surface sends 1/2 of the smooth-surface intensity through a centred slit whose
half-width w equals the half-width gamma of the Lorentzian diffuse profile.

Symbols: theta = upper-level coverage, q = transverse wavevector (1/nm),
gamma = decay rate of the step correlation = Lorentzian half-width (1/nm),
b = row spacing (nm), d = step height (nm), k = electron wavenumber (1/nm).
Signals are relative to the smooth surface seen through the same slit.
The surface simulations use rows as point scatterers, single scattering.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, voigt_profile

# Rough typical inputs for Pt(111) growth watched by electron diffraction
lattice_nm = 0.392
energy_keV = 15.0
screen_mm = 300.0
terrace_nm = 5.0
antiphase_order = 3
divergence_mrad = 0.2
misset_deg = 0.05
level_fractions = np.array([0.55, 0.40, 0.05])
terrace_shape = 3

d = lattice_nm / np.sqrt(3)
b = lattice_nm * np.sqrt(3) / (2 * np.sqrt(2))
stacking_shift = b / 3
gamma = 2 / terrace_nm
w = gamma

# Relativistic electron wavenumber, checked through the velocity
energy = energy_keV * 1e3 * const.e
rest = const.m_e * const.c**2
k = np.sqrt(energy**2 + 2 * energy * rest) / (const.hbar * const.c) * 1e-9
lorentz = 1 + energy / rest
speed = const.c * np.sqrt(1 - 1 / lorentz**2)
assert abs(lorentz * const.m_e * speed / const.hbar * 1e-9 / k - 1) < 1e-9

# Antiphase angle, checked with explicit beam vectors and a displaced terrace
alpha = np.arcsin(antiphase_order * np.pi / (2 * k * d))
beam_in = k * np.array([np.cos(alpha), -np.sin(alpha)])
beam_out = k * np.array([np.cos(alpha), np.sin(alpha)])
displacement = np.array([7.3, d])
assert abs(1 + np.exp(1j * (beam_out - beam_in) @ displacement)) < 1e-9


def slit_fraction(ratio):
    """Part of a Lorentzian inside a slit, ratio = w / gamma."""
    return 2 / np.pi * np.arctan(ratio)


def signal_fixed_width(theta):
    """Signal for w = gamma at every coverage."""
    return 1 - 2 * theta * (1 - theta)


def signal_fixed_islands(theta):
    """Signal at constant island number, w = gamma at half coverage."""
    x = 4 * theta * (1 - theta)
    return 1 - x * (1 - slit_fraction(x))


def simulate(theta, rate, slit, phase=np.pi, shift=0.0, blind=False,
             shape=1, samples=150):
    """Mean slit intensity of random surfaces, smooth surface = 1."""
    rng = np.random.default_rng(7)
    rows = 2**16
    change = 1 - np.exp(-rate * b)
    leave_low, leave_up = theta * change, (1 - theta) * change
    pairs = int(1.3 * rows / (1 / leave_low + 1 / leave_up)) + 100
    q = 2 * np.pi * np.fft.fftfreq(rows, b)
    inside = np.abs(q) <= slit
    upper_factor = np.exp(1j * (phase + q * shift))
    total = 0.0
    for _ in range(samples):
        lengths = np.empty(2 * pairs, dtype=int)
        lengths[0::2] = rng.geometric(shape * leave_low, (shape, pairs)).sum(0)
        lengths[1::2] = rng.geometric(shape * leave_up, (shape, pairs)).sum(0)
        upper = np.repeat(np.tile([0, 1], pairs), lengths)[:rows]
        assert len(upper) == rows
        reflect = np.ones(rows)
        if blind:  # the lower row next to each step does not reflect
            reflect[:-1][upper[1:] > upper[:-1]] = 0
            reflect[1:][upper[1:] < upper[:-1]] = 0
        amplitude = (np.fft.fft(reflect * (1 - upper))
                     + upper_factor * np.fft.fft(reflect * upper))
        total += np.sum(np.abs(amplitude[inside])**2) / rows**2
    return total / samples


# Correlation of the two-state chain from powers of its transition matrix
theta_test = 0.3
lam = np.exp(-gamma * b)
chain = np.array([[1 - theta_test * (1 - lam), theta_test * (1 - lam)],
                  [(1 - theta_test) * (1 - lam),
                   1 - (1 - theta_test) * (1 - lam)]])
weights = np.array([1 - theta_test, theta_test])
signs = np.array([1.0, -1.0])
for n in (1, 5, 20):
    direct = (weights * signs) @ np.linalg.matrix_power(chain, n) @ signs
    mean = 1 - 2 * theta_test
    formula = mean**2 + (1 - mean**2) * np.exp(-gamma * n * b)
    assert abs(direct - formula) < 1e-12

# Lorentzian profile and slit fraction from the correlation function
far = 60 / gamma
for q_test in (0.3 * gamma, gamma, 2 * gamma):
    profile = quad(lambda x: np.cos(q_test * x) * np.exp(-gamma * x) / np.pi,
                   0, far, limit=500)[0]
    assert abs(profile - gamma / np.pi / (gamma**2 + q_test**2)) < 1e-8
    caught = quad(lambda x: 2 / np.pi * q_test * np.sinc(q_test * x / np.pi)
                  * np.exp(-gamma * x), 0, far, limit=500)[0]
    assert abs(caught - slit_fraction(q_test / gamma)) < 1e-8

# Sum rule: a slit open over the whole zone sees no roughness
whole_zone = simulate(0.5, gamma, np.inf, samples=3)
assert abs(whole_zone - 1) < 1e-10

# Main result and coverage laws against simulated surfaces.
# Tolerance 0.006: several standard errors of the random sampling.
sampling = 0.006
sim_half = simulate(0.5, gamma, w)
assert abs(sim_half - 0.5) < sampling
sim_double = simulate(0.5, gamma, 2 * w)
assert abs(sim_double - slit_fraction(2)) < sampling
sim_quarter = simulate(0.25, gamma, w)
assert abs(sim_quarter - signal_fixed_width(0.25)) < sampling
sim_islands = simulate(0.25, gamma / 0.75, w)
assert abs(sim_islands - signal_fixed_islands(0.25)) < sampling
grid = np.linspace(0, 1, 1001)
for law in (signal_fixed_width, signal_fixed_islands):
    assert abs(grid[np.argmin(law(grid))] - 0.5) < 1e-9

# Row discreteness: closed form against the explicit lattice series
g = gamma * b
lattice_signal = 2 / np.pi * np.arctan(np.tan(w * b / 2) / np.tanh(g / 2))
n = np.arange(1, 2000)
series = w * b / np.pi + 2 / np.pi * np.sum(lam**n * np.sin(n * w * b) / n)
assert abs(series - lattice_signal) < 1e-10
assert abs((lattice_signal - 0.5) / (g**2 / (6 * np.pi)) - 1) < 0.02

# Beam divergence: broadened profile by two roads
spread = k * divergence_mrad * 1e-3
diffuse_broad = quad(lambda x: 2 / np.pi * w * np.sinc(w * x / np.pi)
                     * np.exp(-gamma * x - (spread * x)**2 / 2),
                     0, far, limit=500)[0]
voigt = 2 * quad(lambda q: voigt_profile(q, spread, gamma), 0, w)[0]
assert abs(diffuse_broad - voigt) < 1e-7
smooth_broad = erf(w / (spread * np.sqrt(2)))
divergence_signal = diffuse_broad / smooth_broad

# Angle misset
phase_off = 2 * k * d * np.sin(alpha + np.radians(misset_deg))
misset_signal = 1 - 0.5 * np.sin(phase_off / 2)**2
big_phase = np.pi + 1.0
assert abs(simulate(0.5, gamma, w, phase=big_phase)
           - (1 - 0.5 * np.sin(big_phase / 2)**2)) < sampling

# Third exposed level: only the parity of the level counts
parity_mean = np.sum(level_fractions * (-1.0)**np.arange(3))
third_signal = parity_mean**2 + (1 - parity_mean**2) / 2
assert abs(simulate(level_fractions[1], gamma, w) - third_signal) < sampling

# Lateral stacking offset of the upper rows, paired simulation
shift_loss = 2 * quad(lambda q: gamma / np.pi / (gamma**2 + q**2)
                      * np.sin(q * stacking_shift / 2)**2, 0, w)[0]
sim_loss = sim_half - simulate(0.5, gamma, w, shift=stacking_shift)
assert abs(sim_loss / shift_loss - 1) < 0.05

# Vertical momentum change at the slit edge
k_vertical = k * np.sin(alpha)
edge_phase = d * (k_vertical - np.sqrt(k_vertical**2 - w**2))

# Non-reflecting lower rows at steps: correlation function of row triples
leave = (1 - lam) / 2
half_chain = np.array([[1 - leave, leave], [leave, 1 - leave]])
triples = list(itertools.product((0, 1), repeat=3))
triple_weight = np.array([0.5 * half_chain[x, y] * half_chain[y, z]
                          for x, y, z in triples])
triple_step = np.array([[half_chain[s[2], t[2]] if s[1:] == t[:2] else 0.0
                         for t in triples] for s in triples])


def triple_signal(row_amplitude):
    """Spike weight and slit signal for amplitudes set by a row triple."""
    spike = (triple_weight @ row_amplitude)**2
    signal = spike + w * b / np.pi * (triple_weight @ row_amplitude**2 - spike)
    moved = row_amplitude.copy()
    for distance in range(1, 500):
        moved = triple_step @ moved
        covariance = (triple_weight * row_amplitude) @ moved - spike
        signal += (2 / np.pi * covariance
                   * np.sin(distance * w * b) / distance)
    return spike, signal


plain_rows = np.array([1.0 - 2 * y for x, y, z in triples])
blind_rows = np.array([-1.0 if y else float(x == 0 and z == 0)
                       for x, y, z in triples])
assert abs(triple_signal(plain_rows)[1] - lattice_signal) < 1e-10
blind_spike, blind_signal = triple_signal(blind_rows)
# Same random surfaces in both runs, so the difference is sharply sampled
sim_blind_change = simulate(0.5, gamma, w, blind=True) - sim_half
assert abs(sim_blind_change - (blind_signal - lattice_signal)) < 0.001

# More regular terraces: renewal spectrum against simulation
visible_terrace = b / leave


def renewal_fraction(shape):
    """Slit fraction for lengths that are sums of geometric numbers."""
    p = shape * leave

    def spectrum(q):
        z = np.exp(1j * q * b)
        phi = (p * z / (1 - (1 - p) * z))**shape
        return (b * 4 * leave * ((1 - phi) / (1 + phi)).real
                / (4 * np.sin(q * b / 2)**2))
    return quad(spectrum, 1e-4 * w, w)[0] / np.pi


assert abs(renewal_fraction(1) - lattice_signal) < 2e-4  # omitted centre
regular_signal = renewal_fraction(terrace_shape)
sim_regular = simulate(0.5, gamma, w, shape=terrace_shape)
assert abs(sim_regular - regular_signal) < sampling
assert regular_signal < 0.5 - 3 * sampling

print("INPUTS (rough typical values)")
print(f"Pt lattice constant: {lattice_nm:.3f} nm")
print(f"beam energy: {energy_keV:.1f} keV")
print(f"screen distance: {screen_mm:.0f} mm")
print(f"mean terrace width at half coverage: {terrace_nm:.1f} nm")
print(f"antiphase order: {antiphase_order}")
print("GEOMETRY")
print(f"step height d: {d:.4f} nm")
print(f"row spacing b: {b:.4f} nm")
print(f"electron wavenumber k: {k:.1f} 1/nm")
print(f"antiphase glancing angle: {np.degrees(alpha):.3f} deg")
print(f"Lorentzian half-width gamma = slit half-width: {gamma:.3f} 1/nm")
print(f"slit half-width as angle: {1e3 * w / k:.3f} mrad")
print(f"slit half-width on screen: {screen_mm * w / k:.3f} mm")
print("HALF-COVERAGE SIGNAL (smooth surface = 1)")
for ratio in (0.1, 0.5, 1.0, 1.1, 2.0, 10.0):
    print(f"w/gamma = {ratio:.1f}: {slit_fraction(ratio):.4f}")
print(f"simulated surfaces, w/gamma = 1: {sim_half:.4f}")
print(f"simulated surfaces, w/gamma = 2: {sim_double:.4f}")
print(f"simulated, slit open over whole zone: {whole_zone:.4f}")
print("SIGNAL AGAINST COVERAGE (fixed gamma; fixed island number)")
for cover in (0.0, 0.1, 0.25, 0.5):
    print(f"theta = {cover:.2f}: {signal_fixed_width(cover):.4f}; "
          f"{signal_fixed_islands(cover):.4f}")
print(f"simulated, theta = 0.25: {sim_quarter:.4f}; {sim_islands:.4f}")
print("NEGLECTED EFFECTS (half-coverage signal, ideal 0.5)")
print(f"gamma times b: {g:.4f}")
print(f"row discreteness: {lattice_signal:.5f}")
print(f"rms beam divergence: {divergence_mrad:.1f} mrad")
print(f"smooth beam caught by slit: {smooth_broad:.4f}")
print(f"signal with divergence: {divergence_signal:.4f}")
print(f"signal with angle misset {misset_deg:.2f} deg: {misset_signal:.4f}")
print("level fractions 0, 1, 2:", *[f"{v:.2f}" for v in level_fractions])
print(f"signal with third level: {third_signal:.4f}")
print(f"loss by stacking offset: {shift_loss:.1e}")
print(f"phase change at slit edge: {edge_phase:.1e} rad")
print(f"signal with one blind lower row per step: {blind_signal:.4f}")
print(f"spike weight restored by blind rows: {blind_spike:.4f}")
print(f"signal change by blind rows, simulated: {sim_blind_change:.4f}")
print(f"mean terrace resolved by rows: {visible_terrace:.2f} nm")
print(f"geometric parts per regular terrace: {terrace_shape}")
print(f"signal with regular terraces, formula: {regular_signal:.4f}")
print(f"signal with regular terraces, simulated: {sim_regular:.4f}")
print("all good")
```

It prints:

```
INPUTS (rough typical values)
Pt lattice constant: 0.392 nm
beam energy: 15.0 keV
screen distance: 300 mm
mean terrace width at half coverage: 5.0 nm
antiphase order: 3
GEOMETRY
step height d: 0.2263 nm
row spacing b: 0.2400 nm
electron wavenumber k: 632.0 1/nm
antiphase glancing angle: 1.888 deg
Lorentzian half-width gamma = slit half-width: 0.400 1/nm
slit half-width as angle: 0.633 mrad
slit half-width on screen: 0.190 mm
HALF-COVERAGE SIGNAL (smooth surface = 1)
w/gamma = 0.1: 0.0635
w/gamma = 0.5: 0.2952
w/gamma = 1.0: 0.5000
w/gamma = 1.1: 0.5303
w/gamma = 2.0: 0.7048
w/gamma = 10.0: 0.9365
simulated surfaces, w/gamma = 1: 0.4992
simulated surfaces, w/gamma = 2: 0.7048
simulated, slit open over whole zone: 1.0000
SIGNAL AGAINST COVERAGE (fixed gamma; fixed island number)
theta = 0.00: 1.0000; 1.0000
theta = 0.10: 0.8200; 0.7192
theta = 0.25: 0.6250; 0.5572
theta = 0.50: 0.5000; 0.5000
simulated, theta = 0.25: 0.6246; 0.5572
NEGLECTED EFFECTS (half-coverage signal, ideal 0.5)
gamma times b: 0.0960
row discreteness: 0.50049
rms beam divergence: 0.2 mrad
smooth beam caught by slit: 0.9984
signal with divergence: 0.4850
signal with angle misset 0.05 deg: 0.5077
level fractions 0, 1, 2: 0.55 0.40 0.05
signal with third level: 0.5200
loss by stacking offset: 3.5e-05
phase change at slit edge: 8.7e-04 rad
signal with one blind lower row per step: 0.5021
spike weight restored by blind rows: 0.0020
signal change by blind rows, simulated: 0.0015
mean terrace resolved by rows: 5.24 nm
geometric parts per regular terrace: 3
signal with regular terraces, formula: 0.2582
signal with regular terraces, simulated: 0.2573
all good
```
